\section*{Virial theorem and mean electron depth in a silicon triangular well}

\section*{Question}

I am modelling the electrons in a silicon inversion layer by a triangular well: a hard wall at the oxide interface, $z=0$, and a potential energy $V(z)=Fz$ inside the silicon, where $F$ is the electron charge magnitude times the electric field. The exercise says: use the virial theorem to show that the mean depth of an electron is two thirds of the subband energy divided by $F$, and evaluate it for silicon.

If I write $2\langle T\rangle=\langle zV'\rangle$ and put in $V=Fz$, the result seems to follow. What stops me is the wall. The potential jumps to infinity there, so $V'$ is infinite, and the slope of the wave function at the wall is not zero. Why may I ignore the wall's contribution? I am also unsure which mass to use for silicon, from where the energy is measured, and how far the result survives when the barrier is finite or the field is not uniform.

\section*{Answer}

The wall does exert a force, and its mean value is as large as $F$. It drops out of the virial theorem because it acts at $z=0$, where its moment about the origin is zero. To see this without handling an infinite potential, work on $z>0$ and keep the boundary terms.

\subsection*{Setting up}

On a (100) silicon surface the axes of the conduction valleys lie along or perpendicular to the surface normal, so the effective-mass tensor is diagonal in the surface axes. The in-plane motion is then a plane wave that adds its own kinetic energy, and the motion along $z$ obeys
\begin{equation}
-K\psi''+V\psi=E\psi,\qquad K=\frac{\hbar^2}{2m},\qquad \psi(0)=0,
\label{eq:se}
\end{equation}
where $m$ is the effective mass normal to the interface. The energy $E$ is the bottom of the subband, measured from the conduction-band edge at the interface, where $V=0$. It excludes the in-plane kinetic energy.

A bound state in one dimension can be taken real. I normalize it to $\int_0^\infty\psi^2\,dz=1$ and assume that $\psi$ and $\psi'$ decay fast enough for all boundary terms at infinity to vanish. Since $\psi(0)=0$, one integration by parts gives
\begin{equation}
\langle T\rangle=-K\int_0^\infty\psi\psi''\,dz=K\int_0^\infty\psi'^2\,dz .
\end{equation}

\subsection*{The virial theorem with the wall included}

Multiply \eqref{eq:se} by $z\psi'$ and integrate. In the kinetic term, $\psi'\psi''=\tfrac12(\psi'^2)'$, so
\begin{equation}
-K\int_0^\infty z\psi'\psi''\,dz
=-\frac K2\Big[z\psi'^2\Big]_0^\infty+\frac K2\int_0^\infty\psi'^2\,dz
=\frac{\langle T\rangle}{2}.
\label{eq:kin}
\end{equation}
The bracket is where the wall could have entered. At the lower limit $\psi'(0)^2$ is finite and nonzero, but it is multiplied by $z=0$.

In the other two terms, $\psi\psi'=\tfrac12(\psi^2)'$, and the boundary terms vanish again:
\begin{align}
\int_0^\infty zV\psi\psi'\,dz&=-\frac12\int_0^\infty (zV)'\psi^2\,dz
=-\frac12\langle V\rangle-\frac12\langle zV'\rangle,\\
E\int_0^\infty z\psi\psi'\,dz&=-\frac E2=-\frac12\langle T\rangle-\frac12\langle V\rangle .
\end{align}
Equating the two sides of the integrated equation,
\begin{equation}
\frac12\langle T\rangle-\frac12\langle V\rangle-\frac12\langle zV'\rangle
=-\frac12\langle T\rangle-\frac12\langle V\rangle .
\end{equation}
The $\langle V\rangle$ terms cancel, which leaves
\begin{equation}
2\langle T\rangle=\langle zV'\rangle ,
\label{eq:virial}
\end{equation}
where $V'$ is the slope inside the silicon.

For the triangular well $zV'=Fz=V$. Hence $\langle T\rangle=\tfrac12F\langle z\rangle$ and $\langle V\rangle=F\langle z\rangle$, so that
\begin{equation}
E=\langle T\rangle+\langle V\rangle=\frac32F\langle z\rangle
\quad\Longrightarrow\quad
\boxed{\langle z\rangle=\frac{2E}{3F}} .
\label{eq:result}
\end{equation}
This holds for each bound state of the well, whatever its index or mass. One third of $E$ is kinetic and two thirds is potential.

\subsection*{Where the wall force went}

Multiply \eqref{eq:se} by $\psi'$ instead of $z\psi'$. The right side integrates to $\tfrac12E[\psi^2]_0^\infty=0$, and the left side gives
\begin{equation}
\frac K2\psi'(0)^2-\frac12\langle V'\rangle=0
\quad\Longrightarrow\quad K\psi'(0)^2=F .
\label{eq:wall}
\end{equation}
In a stationary state the mean momentum is constant, so the mean force is zero. The field pulls the electron towards the interface with force $F$, and the wall pushes back with the same magnitude, $K\psi'(0)^2$.

This force becomes visible if the origin is moved. Let $x=z+a$, so that the wall is at $x=a$, and multiply by $x\psi'$. The bracket in \eqref{eq:kin} now contributes $+\tfrac12aK\psi'(0)^2=\tfrac12aF$, and the theorem reads
\begin{equation}
2\langle T\rangle=F\langle x\rangle-aF=F\langle z\rangle .
\end{equation}
The physics is unchanged, but the wall term must now be kept. Measuring depth from the wall removes it.

\subsection*{Classical reading}

A classical particle of energy $E$ turns back at depth $z_t=E/F$. Its speed is proportional to $\sqrt{z_t-z}$, and it spends a time proportional to $1/\sqrt{z_t-z}$ in each interval $dz$. With $z=z_t(1-w^2)$, the factor $dz/\sqrt{z_t-z}$ becomes a constant times $dw$, and the time average is
\begin{equation}
\bar z=z_t\,\frac{\int_0^1(1-w^2)\,dw}{\int_0^1dw}=\frac23z_t .
\end{equation}
The relation between depth and energy is therefore the same as in \eqref{eq:result}. Quantum mechanics enters through the allowed values of $E$.

\subsection*{The subband energies}

The virial theorem does not supply $E$. Write \eqref{eq:se} as $\psi''=(F/K)(z-E/F)\psi$ and define
\begin{equation}
l=\left(\frac KF\right)^{1/3},\qquad s=\frac{z-E/F}{l}.
\end{equation}
Then $d^2\psi/ds^2=(l^3F/K)\,s\psi=s\psi$, which is Airy's equation. The solution that decays at large depth is $\mathrm{Ai}(s)$. The wall requires $\mathrm{Ai}(-E/Fl)=0$, so if the zeros of $\mathrm{Ai}$ are $-a_n$, with $n=0,1,2,\dots$,
\begin{equation}
E_n=a_nFl=a_n(KF^2)^{1/3},\qquad
\langle z\rangle_n=\frac23a_n\left(\frac KF\right)^{1/3}.
\label{eq:levels}
\end{equation}
A stronger field raises the energy as $F^{2/3}$ and reduces the depth as $F^{-1/3}$.

\subsection*{Silicon at 50 MV/m}

I take a uniform field of $50$ MV/m, so $F=0.050$ eV/nm. Two of the six valleys have their long axis along the surface normal and present the heavy mass, about $0.92\,m_0$. The other four present the light mass, about $0.19\,m_0$. Both are silicon band masses rounded to two figures.

For the heavy mass, with $\hbar^2/2m_0=0.03810$ eV\,nm$^2$,
\begin{align}
K&=\frac{0.03810}{0.92}=0.04141\ \text{eV\,nm}^2,\\
l&=\left(\frac{0.04141}{0.050}\right)^{1/3}=0.939\ \text{nm},\qquad Fl=46.96\ \text{meV},\\
E_0&=2.338\times46.96\ \text{meV}=109.8\ \text{meV},\\
\langle z\rangle_0&=\frac{2\times0.1098\ \text{eV}}{3\times0.050\ \text{eV/nm}}=1.46\ \text{nm}.
\end{align}
The mean depth in the lowest subband is about $1.5$ nm, and the classical turning depth is $2.20$ nm. The other subbands follow in the same way. The table takes the two rounded masses as exact, and its later digits serve to check the calculation, not to predict the levels of a real device:
\begin{center}
\begin{tabular}{cccc}
mass & $n$ & $E_n$ (meV) & $\langle z\rangle_n$ (nm)\\
$0.92\,m_0$ & 0 & 109.8 & 1.46\\
$0.92\,m_0$ & 1 & 192.0 & 2.56\\
$0.92\,m_0$ & 2 & 259.2 & 3.46\\
$0.19\,m_0$ & 0 & 185.7 & 2.48\\
$0.19\,m_0$ & 1 & 324.7 & 4.33\\
$0.19\,m_0$ & 2 & 438.6 & 5.85
\end{tabular}
\end{center}
At a given field the depth depends on the mass only through $E$, so in this hard-wall triangular well ordering the subbands by energy also orders them by depth; in a screened potential two close subbands need not keep that rule. The lowest light-mass subband lies just below the second heavy-mass one in energy, and it is also slightly shallower. If a fraction $p_i$ of the electrons occupies subband $i$, the mean depth of the whole layer is $(2/3F)\sum_ip_iE_i$. At room temperature the higher subbands hold a sizeable share of the electrons, so the layer as a whole lies deeper than its lowest subband.

A direct finite-difference solution of \eqref{eq:se}, which uses neither Airy functions nor the virial theorem, reproduces all six energies and depths to within two parts in $10^4$. For the lowest state it gives $\langle T\rangle=36.6$ meV and $\langle V\rangle=73.2$ meV, the expected one-to-two split, and a wall force of $0.0500$ eV/nm, as \eqref{eq:wall} requires.

For the lowest heavy-mass subband, the depth is $2.50$ nm at $10$ MV/m and $1.16$ nm at $100$ MV/m. The ratio is $2.15=10^{1/3}$, as \eqref{eq:levels} predicts.

\subsection*{If the barrier is finite}

Let $V=V_0$ for $z<0$, with the same mass on both sides, so that $\psi$ and $\psi'$ are continuous. Repeat the derivation on each side of the interface. The boundary terms at $z=0$ still carry a factor $z$ and vanish. The slope $V'$ is zero in the barrier, so $2\langle T\rangle=F\langle z\rangle_+$, where $\langle z\rangle_+=\int_0^\infty z\psi^2\,dz$. The potential energy, however, gains a part from the probability $P$ of finding the electron in the barrier:
\begin{equation}
E=\frac32F\langle z\rangle_++V_0P
\quad\Longrightarrow\quad
\langle z\rangle_+=\frac{2(E-V_0P)}{3F}.
\label{eq:soft}
\end{equation}
The simple rule now overestimates the depth. For $V_0=3$ eV, a rough size for the oxide barrier, the lowest heavy-mass state has $E=103.9$ meV and $V_0P=2.99$ meV. Equation \eqref{eq:soft} gives
\begin{equation}
\langle z\rangle_+=\frac{2\times(103.9-2.99)\ \text{meV}}{3\times50\ \text{meV/nm}}=1.345\ \text{nm}.
\end{equation}
The full mean $\langle z\rangle$, which includes the small negative contribution from the barrier, is the same to this precision. The rule $2E/3F$, used with the true energy, gives $1.385$ nm, which is $3.0\%$ above the true depth. Using the hard-wall energy as well gives $1.46$ nm, which is about $9\%$ above it.

The hard-wall result returns slowly as $V_0$ grows. In the barrier $\psi=\psi(0)e^{\kappa z}$, with $\kappa\simeq\sqrt{V_0/K}$ for $V_0\gg E$. Continuity of the slope gives $\psi(0)=\psi'(0)/\kappa$, so $P=\psi(0)^2/2\kappa=\psi'(0)^2/2\kappa^3$. To leading order $\psi'(0)^2=F/K$ from \eqref{eq:wall}, and therefore
\begin{equation}
V_0P\simeq\frac F2\sqrt{\frac K{V_0}} .
\end{equation}
This is $2.9$ meV here, close to the computed value, and it falls only as $V_0^{-1/2}$.

\subsection*{If the field weakens with depth}

The electrons in the layer screen the field, so $V$ bends below the straight line. Keep the hard wall and let $F$ be the field force at the surface. If $V'<F$ for $z>0$, then also $V<Fz$, and \eqref{eq:virial} gives
\begin{equation}
E=\frac12\langle zV'\rangle+\langle V\rangle<\frac32F\langle z\rangle
\quad\Longrightarrow\quad
\langle z\rangle>\frac{2E}{3F}.
\end{equation}
The rule becomes a lower bound on the depth. As an example, take $V=Fd(1-e^{-z/d})$ with $d=10$ nm and the same surface field. The heavy-mass ground state then has $E=103.4$ meV and a mean depth of $1.56$ nm, while $2E/3F=1.38$ nm lies $11\%$ below that depth.

The finite barrier and the bending of the potential cause errors of opposite sign. If the true energy is put into the rule, the bending in this example gives the larger error, $11\%$ against $3\%$. The depth itself is shifted by similar amounts in the two examples, and, if $\psi$ and $\psi'/m$ are matched at the interface, an oxide mass below $0.92\,m_0$ reduces the barrier's shift of this heavy-mass state. The light-mass states are shifted more by the barrier, because at equal masses the shift is roughly $\sqrt{K/V_0}$. The range $d=10$ nm is only an illustration. When the layer's own electrons supply most of the surface field, the field falls over the depth of the layer itself, a few nanometres, and the bending then shifts the depth more than the barrier does. In the examples above, from the hard-wall triangular value of $1.46$ nm, the barrier lowers it to $1.345$ nm and the bending raises it to $1.56$ nm. A quantitative depth for a real device needs the potential computed self-consistently with the electron charge. The triangular model also leaves out image forces, exchange and correlation, the different mass in the oxide, and the nonparabolicity of the conduction band, which lowers the highest level in the table by roughly $20$ meV. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
hbar^2/(2 m0) = 0.038100 eV nm^2
field = 50 MV/m, force F = 0.050 eV/nm
Airy zeros a_n = 2.33811 4.08795 5.52056
m=0.92 m0: K = 0.04141 eV nm^2, l = 0.9391 nm, F l = 46.96 meV
  n=0: E = 109.79 meV, 2E/(3F) = 1.4638 nm, grid <z> = 1.4638 nm
  n=0: turning depth E/F = 2.1958 nm
  n=0: grid <T> = 36.60 meV, grid <V> = 73.19 meV
  n=0: grid wall force = 0.05001 eV/nm
  n=1: E = 191.95 meV, 2E/(3F) = 2.5594 nm, grid <z> = 2.5593 nm
  n=2: E = 259.22 meV, 2E/(3F) = 3.4563 nm, grid <z> = 3.4562 nm
m=0.19 m0: K = 0.20053 eV nm^2, l = 1.5888 nm, F l = 79.44 meV
  n=0: E = 185.74 meV, 2E/(3F) = 2.4765 nm, grid <z> = 2.4765 nm
  n=0: turning depth E/F = 3.7148 nm
  n=0: grid <T> = 61.91 meV, grid <V> = 123.82 meV
  n=0: grid wall force = 0.05000 eV/nm
  n=1: E = 324.74 meV, 2E/(3F) = 4.3299 nm, grid <z> = 4.3299 nm
  n=2: E = 438.55 meV, 2E/(3F) = 5.8473 nm, grid <z> = 5.8473 nm
Lowest subband, m = 0.92 m0:
  10 MV/m: E = 37.55 meV, <z> = 2.5031 nm
  50 MV/m: E = 109.79 meV, <z> = 1.4638 nm
  100 MV/m: E = 174.28 meV, <z> = 1.1619 nm
classical mean depth / turning depth = 0.666667
Finite barrier 3.0 eV, m = 0.92 m0, 50 MV/m:
  E = 103.88 meV, P in barrier = 9.955e-04
  V0 P = 2.987 meV
  <z theta(z)> = 1.3452 nm, <z> = 1.3452 nm
  2E/(3F) = 1.3851 nm, error = 2.96 %
Field decaying over 10 nm, surface field 50 MV/m:
  E = 103.40 meV, grid <z> = 1.5572 nm
  2<T> = 64.71 meV, <z V'> = 64.71 meV
  2E/(3F) = 1.3787 nm, error = -11.46 %
\end{verbatim}
